**Phonon thermometry from electron energy gain and loss**

For a specimen in equilibrium at temperature T, the gain-to-loss area ratio of a phonon of energy E is R = exp(−E/k_BT), where k_B is the Boltzmann constant; inversion gives T = E/[k_B ln(1/R)]. The program asserts the ratio against thermally summed oscillator matrix elements, and uses a four-site ring with magnetic flux to show that q and −q must be collected equally. It asserts the propagated standard error and the small second-order bias against simulated Poisson counts. Numerical convolution tests which energy belongs to the area ratio of a broadened band and how far pointwise ratios mislead. Further assertions cover the estimates for background error, electron kinematics and beam heating. The output gives R = 0.0209 for 100 meV at 300 K. The chosen counts give T = 300.4 ± 3.7 K, with 3.34 K from counting and 1.50 K from the energy scale.

## Numerical check

```python
"""Phonon thermometry by electron energy gain and loss.

Result under test: for a specimen in equilibrium at temperature T,
    R = I_gain / I_loss = exp(-E / (kB T)),   T = E / (kB ln(1/R)),
    var(T) = (kB T^2/E)^2 var(ln R) + (T/E)^2 var(E).
E: phonon energy (meV), kB: Boltzmann constant (meV/K), R: ratio of
background-free peak areas. Loss is counted as positive energy.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.stats import poisson

kB = const.k / const.e * 1e3          # meV/K
E = 100.0                            # meV
T_set = 300.0                        # K
kT = kB * T_set
beta = 1.0 / kT


def temperature(ratio, energy):
    return energy / (kB * np.log(1.0 / ratio))


# --- Prediction, tested with explicit oscillator matrix elements ---------
R_pred = np.exp(-E / kT)
n_bose = 1.0 / np.expm1(E / kT)


def oscillator_strengths(T, g, dim=90, kept=45):
    """Thermal one-quantum loss and gain of exp(i g (a + a^dagger))."""
    a = np.diag(np.sqrt(np.arange(1, dim)), 1)
    prob = np.abs(expm(1j * g * (a + a.T))) ** 2
    levels = np.arange(kept)
    p = np.exp(-levels * E / (kB * T))
    p /= p.sum()
    loss = sum(p[i] * prob[i + 1, i] for i in levels)
    gain = sum(p[i] * prob[i - 1, i] for i in levels[1:])
    return loss, gain


for T in (300.0, 900.0):
    for g in (0.05, 0.7):
        loss, gain = oscillator_strengths(T, g)
        assert abs(gain / loss / np.exp(-E / (kB * T)) - 1) < 1e-8
        n = 1.0 / np.expm1(E / (kB * T))
        m = np.arange(60)
        plural = np.sum(poisson.pmf(m + 1, g**2 * (n + 1))
                        * poisson.pmf(m, g**2 * n))
        assert abs(loss / plural - 1) < 1e-8
weak_loss, weak_gain = oscillator_strengths(T_set, 1e-3)
assert abs(weak_loss / 1e-6 - (n_bose + 1)) < 1e-4
assert abs(weak_gain / 1e-6 - n_bose) < 1e-4


# --- Role of the sign of q: four-site ring, with and without flux --------
def ring_deviations(flux):
    """Largest |ln(gain/loss) + E/kT| for -q, same q, and q summed with -q."""
    H = np.diag([0.0, 20.0, 50.0, -10.0]).astype(complex)
    for j in range(4):
        hop = -30.0 * np.exp(1j * flux / 4)
        H[(j + 1) % 4, j] += hop
        H[j, (j + 1) % 4] += np.conj(hop)
    energy, vec = np.linalg.eigh(H)
    p = np.exp(-(energy - energy[0]) / kT)
    p /= p.sum()
    sites = np.array([[0, 0], [1, 0], [1, 1], [0, 1]])
    phase = np.exp(1j * sites @ np.array([0.9, 0.4]))
    plus = np.abs(vec.conj().T @ (phase[:, None] * vec)) ** 2
    minus = np.abs(vec.conj().T @ (phase.conj()[:, None] * vec)) ** 2
    dev = np.zeros(3)
    for i in range(4):
        for f in range(i + 1, 4):
            x = (energy[f] - energy[i]) / kT
            pairs = ((minus[i, f], plus[f, i]), (plus[i, f], plus[f, i]),
                     (plus[i, f] + minus[i, f], plus[f, i] + minus[f, i]))
            for c, (g_el, l_el) in enumerate(pairs):
                d = abs(np.log(p[f] * g_el / (p[i] * l_el)) + x)
                dev[c] = max(dev[c], d)
    return dev


dev_real = ring_deviations(0.0)
dev_flux = ring_deviations(np.pi / 2)
assert dev_real.max() < 1e-8
assert dev_flux[0] < 1e-8 and dev_flux[2] < 1e-8
assert dev_flux[1] > 0.01

# --- Inversion of chosen counts and propagation of errors ----------------
gross_gain, gross_loss = 6100, 104000
reference, scale = 8000, 0.5
sigma_E = 0.5                        # meV
background = scale * reference
net_gain = gross_gain - background
net_loss = gross_loss - background
var_gain = gross_gain + scale**2 * reference
var_loss = gross_loss + scale**2 * reference
v_g, v_l = var_gain / net_gain**2, var_loss / net_loss**2
R_meas = net_gain / net_loss
T_meas = temperature(R_meas, E)
slope = kB * T_meas**2 / E           # K per unit of ln R
sigma_lnR = np.sqrt(v_g + v_l)
sigma_count = slope * sigma_lnR
sigma_scale = T_meas * sigma_E / E
sigma_T = np.hypot(sigma_count, sigma_scale)
bias = slope * (v_l - v_g) / 2 + kB**2 * T_meas**3 / E**2 * (v_l + v_g)
sigma_clean = slope * np.sqrt(1 / net_gain + 1 / net_loss)

rng = np.random.default_rng(7)
draws = 2_000_000
gain_mc = rng.poisson(gross_gain, draws) - scale * rng.poisson(reference, draws)
loss_mc = rng.poisson(gross_loss, draws) - scale * rng.poisson(reference, draws)
T_count = temperature(gain_mc / loss_mc, E)
T_mc = T_count * rng.normal(E, sigma_E, draws) / E
# Sampling error of the mean is about 0.003 K, of the spread about 0.002 K.
assert abs(T_count.std() / sigma_count - 1) < 0.01
assert abs(T_mc.std() / sigma_T - 1) < 0.01
assert abs(T_mc.mean() - T_meas - bias) < 0.012
clean_mc = temperature(rng.poisson(net_gain, draws)
                       / rng.poisson(net_loss, draws), E)
assert abs(clean_mc.std() / sigma_clean - 1) < 0.01

# --- Which energy belongs to the ratio: finite band and resolution -------
band_sd = 4.0                        # meV, intrinsic spread of the band
fwhm = 10.0                          # meV, instrument resolution
res_sd = fwhm / np.sqrt(8 * np.log(2))
offset = 5.0                         # meV
step = 0.1
grid = np.arange(-2500, 2501) * step
kernel_x = np.arange(-600, 601) * step
kernel = np.exp(-kernel_x**2 / (2 * res_sd**2))
kernel /= kernel.sum()


def blurred_peaks(loss_shape):
    """Impose microscopic balance on a loss band, then blur the spectrum."""
    pos = np.abs(grid)
    spectrum = loss_shape(pos) * np.where(grid < 0, np.exp(-pos * beta), 1.0)
    seen = np.convolve(spectrum, kernel, mode="same")
    up, down = grid > 0, grid < 0
    area_l, area_g = seen[up].sum(), seen[down].sum()
    cen_l = (grid[up] * seen[up]).sum() / area_l
    cen_g = -(grid[down] * seen[down]).sum() / area_g
    return seen, area_g / area_l, cen_l, cen_g


shift = band_sd**2 * beta / 2
seen, ratio_area, cen_loss, cen_gain = blurred_peaks(
    lambda e: np.exp(-(e - E - shift) ** 2 / (2 * band_sd**2)))
midpoint = (cen_loss + cen_gain) / 2
T_mid = temperature(ratio_area, midpoint)
T_losscen = temperature(ratio_area, cen_loss)
assert abs(cen_loss - cen_gain - band_sd**2 * beta) < 1e-3
assert abs(T_mid - T_set) < 0.01
assert abs(T_losscen - T_set * (1 + shift / E)) < 0.01
k_plus = np.argmin(np.abs(grid - (E + offset)))
k_minus = np.argmin(np.abs(grid + (E + offset)))
T_point = temperature(seen[k_minus] / seen[k_plus], E + offset)
share = band_sd**2 / (band_sd**2 + res_sd**2)
T_point_formula = T_set * (E + offset) / (E + offset * share)
assert abs(T_point - T_point_formula) < 0.02

# A skewed band of two sharp lines: the midpoint rule is then approximate.
_, r_two, l_two, g_two = blurred_peaks(
    lambda e: 0.4 * (np.abs(e - 94) < step / 2)
    + 0.6 * (np.abs(e - 104) < step / 2))
err_mid = temperature(r_two, (l_two + g_two) / 2) - T_set
err_loss = temperature(r_two, l_two) - T_set
assert abs(err_mid) < 0.05 * abs(err_loss)

# --- Background of slightly wrong size -----------------------------------
eps = 0.01
T_bg = temperature((gross_gain - background * (1 + eps))
                   / (gross_loss - background * (1 + eps)), E)
shift_bg = T_bg - T_meas
linear_bg = slope * eps * background * (1 / net_loss - 1 / net_gain)
assert abs(shift_bg - linear_bg) < 0.05

# --- Electron kinematics: forward dipole weight (k_f/k_0)/q^2 ------------
mp.mp.dps = 50
beam = 60e3                          # eV
rest = const.m_e * const.c**2 / const.e
E_eV = E * 1e-3


def momentum(kinetic):
    t = mp.mpf(kinetic)
    return mp.sqrt(t * t + 2 * t * mp.mpf(rest))


def weight(final_energy):
    k0, kf = momentum(beam), momentum(final_energy)
    return kf / k0 / (k0 - kf) ** 2


ln_kin = float(mp.log(weight(mp.mpf(beam) + mp.mpf(E_eV))
                      / weight(mp.mpf(beam) - mp.mpf(E_eV))))
k_sq = beam**2 + 2 * beam * rest
total = beam + rest
ln_kin_formula = 2 * E_eV * (total / k_sq + rest**2 / (k_sq * total))
assert abs(ln_kin / ln_kin_formula - 1) < 1e-4
shift_kin = slope * ln_kin

# --- Beam heating of a film: uniform disc source, cold rim ---------------
current = 0.1e-9                     # A
stopping = 0.8                       # eV/nm, rough
kappa = 100.0                        # W/(m K), rough
spot, rim = 0.1e-9, 1e-6             # m
line_power = current * stopping / 1e-9   # W/m
heating = line_power / (2 * np.pi * kappa) * (np.log(rim / spot) + 0.5)
inside = quad(lambda r: line_power * r / spot**2 / (2 * np.pi * kappa),
              0, spot)[0]
outside = quad(lambda u: line_power / (2 * np.pi * kappa),
               np.log(spot), np.log(rim))[0]
assert abs((inside + outside) / heating - 1) < 1e-8

# --- Report --------------------------------------------------------------
print(f"Phonon energy: {E:.1f} meV")
print(f"Set temperature: {T_set:.1f} K")
print(f"Boltzmann constant: {kB:.6f} meV/K")
print(f"Thermal energy kT: {kT:.3f} meV")
print(f"E/kT: {E / kT:.4f}")
print(f"Predicted gain/loss ratio: {R_pred:.5f}")
print(f"Predicted loss/gain ratio: {1 / R_pred:.2f}")
print(f"Bose occupation n: {n_bose:.5f}")
print(f"Ring with flux, same q, max error of ln R: {dev_flux[1]:.3f}")
print(f"Ring with flux, q and -q summed: {dev_flux[2]:.1e}")
print(f"Gross counts, gain window: {gross_gain}")
print(f"Gross counts, loss window: {gross_loss}")
print(f"Reference counts per side: {reference}, scale {scale}")
print(f"Background per window: {background:.0f} counts")
print(f"Net gain: {net_gain:.0f} +- {np.sqrt(var_gain):.1f} counts")
print(f"Net loss: {net_loss:.0f} +- {np.sqrt(var_loss):.1f} counts")
print(f"Measured ratio R: {R_meas:.5f}")
print(f"ln(1/R): {np.log(1 / R_meas):.4f}")
print(f"Inferred temperature: {T_meas:.2f} K")
print(f"Sensitivity dT/dlnR: {slope:.2f} K")
print(f"Relative error of net gain: {np.sqrt(v_g):.5f}")
print(f"Relative error of net loss: {np.sqrt(v_l):.5f}")
print(f"Standard error of ln R: {sigma_lnR:.5f}")
print(f"Counting part of sigma_T: {sigma_count:.2f} K")
print(f"Energy error: {sigma_E:.1f} meV, part: {sigma_scale:.2f} K")
print(f"Total sigma_T: {sigma_T:.2f} K")
print(f"Relative sigma_T: {100 * sigma_T / T_meas:.2f} percent")
print(f"Simulated sigma_T: {T_mc.std():.2f} K")
print(f"Second-order bias, formula: {bias:.3f} K")
print(f"Second-order bias, simulated: {T_mc.mean() - T_meas:.3f} K")
print(f"Counting part without background: {sigma_clean:.2f} K")
print(f"Band standard deviation: {band_sd:.1f} meV")
print(f"Resolution FWHM: {fwhm:.1f} meV, sd: {res_sd:.2f} meV")
print(f"Loss centroid: {cen_loss:.2f} meV")
print(f"Gain centroid (magnitude): {cen_gain:.2f} meV")
print(f"T from area ratio and midpoint: {T_mid:.2f} K")
print(f"T from area ratio and loss centroid: {T_losscen:.2f} K")
print(f"T from pointwise ratio at {E + offset:.0f} meV: {T_point:.2f} K")
print(f"Two-line band, midpoint error: {err_mid:.3f} K")
print(f"Two-line band, loss-centroid error: {err_loss:.2f} K")
print(f"Background raised {100 * eps:.0f} percent: {shift_bg:.2f} K")
print(f"Beam energy: {beam / 1e3:.0f} keV")
print(f"Kinematic change of ln R: {ln_kin:.2e}")
print(f"Kinematic temperature shift: {shift_kin:.1e} K")
print(f"Beam current: {current * 1e9:.1f} nA")
print(f"Stopping power (rough): {stopping:.1f} eV/nm")
print(f"Thermal conductivity (rough): {kappa:.0f} W/(m K)")
print(f"Spot radius: {spot * 1e9:.1f} nm, rim: {rim * 1e9:.0f} nm")
print(f"Beam heating, diffusive estimate: {heating:.1e} K")
print("PASS")
```

It prints:

```
Phonon energy: 100.0 meV
Set temperature: 300.0 K
Boltzmann constant: 0.086173 meV/K
Thermal energy kT: 25.852 meV
E/kT: 3.8682
Predicted gain/loss ratio: 0.02090
Predicted loss/gain ratio: 47.85
Bose occupation n: 0.02134
Ring with flux, same q, max error of ln R: 2.203
Ring with flux, q and -q summed: 8.9e-16
Gross counts, gain window: 6100
Gross counts, loss window: 104000
Reference counts per side: 8000, scale 0.5
Background per window: 4000 counts
Net gain: 2100 +- 90.0 counts
Net loss: 100000 +- 325.6 counts
Measured ratio R: 0.02100
ln(1/R): 3.8632
Inferred temperature: 300.38 K
Sensitivity dT/dlnR: 77.75 K
Relative error of net gain: 0.04286
Relative error of net loss: 0.00326
Standard error of ln R: 0.04298
Counting part of sigma_T: 3.34 K
Energy error: 0.5 meV, part: 1.50 K
Total sigma_T: 3.66 K
Relative sigma_T: 1.22 percent
Simulated sigma_T: 3.67 K
Second-order bias, formula: -0.034 K
Second-order bias, simulated: -0.035 K
Counting part without background: 1.71 K
Band standard deviation: 4.0 meV
Resolution FWHM: 10.0 meV, sd: 4.25 meV
Loss centroid: 100.31 meV
Gain centroid (magnitude): 99.69 meV
T from area ratio and midpoint: 300.00 K
T from area ratio and loss centroid: 300.93 K
T from pointwise ratio at 105 meV: 307.77 K
Two-line band, midpoint error: -0.010 K
Two-line band, loss-centroid error: 1.43 K
Background raised 1 percent: -1.46 K
Beam energy: 60 keV
Kinematic change of ln R: 3.17e-06
Kinematic temperature shift: 2.5e-04 K
Beam current: 0.1 nA
Stopping power (rough): 0.8 eV/nm
Thermal conductivity (rough): 100 W/(m K)
Spot radius: 0.1 nm, rim: 1000 nm
Beam heating, diffusive estimate: 1.2e-03 K
PASS
```
